# Lévy heat spreading by Debye phonons with power-law lifetimes

A heated plane inside a dielectric crystal releases phonons of very different mean free paths. Those near the Debye frequency may scatter after about a nanometre, while those of low frequency may cross micrometres without a collision. If the low-frequency paths grow fast enough, the usual average of speed times path diverges and no diffusivity exists. The question is what replaces diffusion, and whether the replacement describes the whole energy profile or a part of it.

## Model and conventions

Units with $\hbar=k_B=1$ are used in the algebra. The medium is isotropic and three-dimensional, with three Debye branches of common speed $v$ and cutoff $\omega_D$. Put $y=\omega/\omega_D$. The scattering rate is
$$\gamma(\omega)=\frac1{\tau(\omega)}=\gamma_D\,y^n,\qquad 0<y\le1,$$
and this law is assumed to hold down to zero frequency. Define
$$\beta=\frac3n,\qquad \alpha=1+\beta .$$

A mode of frequency $\omega$ at background temperature $T_0$ has heat capacity $c(\omega/T_0)$, where $c(z)=[(z/2)/\sinh(z/2)]^2\le1$ and $c(0)=1$. The Debye density of modes is proportional to $\omega^2$, so the normalised heat-capacity weight is
$$p(\omega)\,d\omega=3b\,c\,y^2dy,\qquad b^{-1}=3\int_0^1c\,y^2dy .$$
Thus $b$ is the classical heat capacity divided by the actual one. The classical case is $c=b=1$. With $\mu$ the direction cosine along $x$, write
$$\langle A\rangle=\int_0^{\omega_D}\!d\omega\,p(\omega)\,\frac12\int_{-1}^{1}\!d\mu\,A .$$

At $t=0$ a unit energy per area is released at $x=0$, shared among modes in proportion to $p$ and isotropically. Let $h$ be the excess energy density of a mode divided by its weight $p$. The linearised Boltzmann equation in the relaxation-time approximation is
$$\partial_th+v\mu\,\partial_xh=-\gamma(h-\theta)+\delta(x)\delta(t).\tag{1}$$
The energy density is $\langle h\rangle$. Collisions conserve it if $\langle\gamma(h-\theta)\rangle=0$, so the pseudo-temperature, multiplied by the heat capacity per volume, is
$$\theta=\langle\gamma h\rangle/\langle\gamma\rangle.\tag{2}$$

Equations (1) and (2) also describe a random flight. A carrier of energy draws its first mode from $p$ and moves with velocity $v\mu$. At rate $\gamma$ it draws a new mode from the weight $p\gamma/\langle\gamma\rangle$, with a new isotropic direction. The term $\gamma\theta$ is this re-emission. Hence the energy density is the probability density of the carrier's position $X(t)$; it is non-negative and has unit integral.

## Theorem

**Let $n>3$.** As $t\to\infty$, the distribution of $X(t)/t^{1/\alpha}$ converges to the symmetric Lévy distribution with Fourier transform $\exp(-D_\alpha|q|^\alpha)$, where
$$\alpha=1+\frac3n,\qquad D_\alpha=\frac{b\,\pi\beta\,v^\alpha\gamma_D^{-\beta}}{2(2+\beta)\cos(\pi\beta/2)}.\tag{3}$$

The statement gives the energy lying between any two points that move outwards as $t^{1/\alpha}$. It does not extend to all distances: no carrier is faster than $v$, so there is no energy beyond $|x|=vt$.

## Lemma 1: the transformed energy

Let $E(\xi,s)$ be the Fourier–Laplace transform of the energy density, with kernel $e^{-i\xi x-st}$ and $s>0$. Put $k=v|\xi|$, $a=s+\gamma$ and
$$L=\frac1k\arctan\frac ka,\quad f(w)=1-w\arctan\frac1w,\quad M=\langle\gamma L\rangle,\quad \Psi=\langle\gamma f(a/k)\rangle .$$
Then
$$E=\frac{M^2}{sM+\Psi}+\langle L\rangle.\tag{4}$$

**Proof.** For $\xi>0$ the transform of (1) is $(a+ik\mu)h=1+\gamma\theta$; the other sign of $\xi$ gives the same averages. The part of $1/(a+ik\mu)$ odd in $\mu$ integrates to zero, leaving
$$\frac12\int_{-1}^1\frac{d\mu}{a+ik\mu}=\int_0^1\frac{a\,d\mu}{a^2+k^2\mu^2}=L .$$
Therefore $\langle\gamma h\rangle=M+\theta\langle\gamma^2L\rangle$. Setting this equal to $\theta\langle\gamma\rangle$ gives
$$\theta=\frac{M}{\langle\gamma-\gamma^2L\rangle}.$$
Since $\gamma=a-s$,
$$\gamma(1-\gamma L)=\gamma(1-aL)+s\gamma L=\gamma f(a/k)+s\gamma L ,$$
so the denominator is $\Psi+sM$. Finally $E=\langle h\rangle=\langle L\rangle+\theta M$, which is (4). ∎

## Lemma 2: the long-wave limit

Let $n>3$ and $s=\lambda k^\alpha$, with $\lambda>0$ fixed. As $k\to0$,
$$k^\alpha E\to\frac1{\lambda+d},\qquad d=\frac{D_\alpha}{v^\alpha}.\tag{5}$$

**Proof.** There are three quantities to follow.

*The factor $M$.* Since $\arctan z\le z$, one has $L\le1/a$ and $0\le\gamma L\le1$. At each fixed $\omega>0$, $\gamma L\to1$. Dominated convergence gives $M\to1$.

*The term $\langle L\rangle$.* The arctangent is at most $\pi/2$, so $k^\alpha\langle L\rangle\le\pi k^{\alpha-1}/2\to0$, because $\alpha>1$.

*The term $\Psi$.* Substitute $u=\gamma/k$. Then $y^3=(ku/\gamma_D)^\beta$, and differentiation gives
$$3y^2dy=\beta\left(\frac{k}{\gamma_D}\right)^{\beta}u^{\beta-1}du .$$
The factor $\gamma=ku$ supplies one more power of each variable:
$$\Psi=b\beta\,k^{1+\beta}\gamma_D^{-\beta}\int_0^{\gamma_D/k}c\;u^\beta f(u+s/k)\,du.\tag{6}$$
Here $s/k=\lambda k^\beta\to0$. At fixed $u$ the frequency tends to zero, so $c\to1$. To bound the integrand, write
$$f(u)=\int_0^1\left(1-\frac{u^2}{u^2+\mu^2}\right)d\mu=\int_0^1\frac{\mu^2d\mu}{u^2+\mu^2}.\tag{7}$$
This function decreases with $u$ and satisfies $f\le1$ and $f\le1/(3u^2)$. The integrand in (6) is therefore at most $u^\beta f(u)$, which is integrable at infinity if $\beta-2<-1$, that is $n>3$. The integral in (6) tends to
$$J=\int_0^\infty u^\beta f(u)\,du=\int_0^1d\mu\,\mu^2\int_0^\infty\frac{u^\beta du}{u^2+\mu^2}.$$
With $u=\mu r$ the inner integral is $\mu^{\beta-1}R$, where, with $z=r^2$,
$$R=\int_0^\infty\frac{r^\beta dr}{1+r^2}=\frac12\int_0^\infty\frac{z^{(\beta-1)/2}}{1+z}dz=\frac{\pi}{2\cos(\pi\beta/2)} .$$
The last step is the standard integral $\int_0^\infty z^{m-1}dz/(1+z)=\pi/\sin\pi m$ at $m=(1+\beta)/2$. The remaining integral over $\mu^{1+\beta}$ gives $1/(2+\beta)$, so
$$J=\frac{\pi}{2(2+\beta)\cos(\pi\beta/2)} .$$
Hence $\Psi/k^\alpha\to b\beta\gamma_D^{-\beta}J=d$. Multiplying (4) by $k^\alpha$ and inserting the three limits gives (5). ∎

Modes with $u$ of order one have a mean free path comparable with $1/|\xi|$. Modes with larger $u$ and shorter paths contribute as well, because the integrand of $J$ falls only as $u^{\beta-2}$; for $n=4$ about half of $J$ comes from $u>10$. For $u$ of order one $s\tau$ is of order $k^\beta$, and for larger $u$ it is smaller still, so the profile changes little during one of these flights. This is why a law without memory can emerge although some carriers are still ballistic.

## Proof of the theorem

A limit of Laplace transforms controls time averages first. Define
$$F_k(T)=\left\langle\!\left\langle e^{-i\xi X(T/k^\alpha)}\right\rangle\!\right\rangle ,$$
the double bracket being the mean over flights. It is real by reflection symmetry and $|F_k|\le1$. The change of variable $T=k^\alpha t$ gives
$$\int_0^\infty F_k(T)e^{-\lambda T}dT=k^\alpha E(\xi,\lambda k^\alpha)\to\int_0^\infty e^{-dT}e^{-\lambda T}dT .$$
Since $1+F_k\ge0$, the continuity theorem for Laplace transforms of positive measures applies to $(1+F_k)\,dT$. The integral of $F_k$ over any finite interval therefore tends to that of $e^{-dT}$.

To reach a single time, note that the initial weight $p$ is stationary: modes are lost at rate $\gamma p$ and regained at rate $(\gamma p/\langle\gamma\rangle)\langle\gamma\rangle=\gamma p$. A displacement $\Delta$ during a later interval thus has the same distribution as one of equal duration starting at $t=0$. For scaled duration $r$,
$$|F_k(T+r)-F_k(T)|\le\langle\!\langle|e^{-i\xi\Delta}-1|\rangle\!\rangle\le\sqrt{2-2F_k(r)} ,$$
by the Cauchy–Schwarz inequality. Average over $0<r<\delta$ and use concavity of the square root:
$$\left|F_k(T)-\frac1\delta\int_0^\delta F_k(T+r)dr\right|\le\left[\frac2\delta\int_0^\delta(1-F_k)dr\right]^{1/2}.$$
As $k\to0$ the right side tends to $\{2[1-(1-e^{-d\delta})/(d\delta)]\}^{1/2}$, which is at most $\sqrt{d\delta}$ because $e^{-z}\le1-z+z^2/2$ for $z\ge0$. The window average on the left tends to that of $e^{-dT}$, which differs from $e^{-dT}$ by at most $d\delta$. Since $\delta$ is arbitrary, $F_k(T)\to e^{-dT}$.

Now take $\xi=q/t^{1/\alpha}$. Then $T=k^\alpha t=v^\alpha|q|^\alpha$ stays fixed and $dT=D_\alpha|q|^\alpha$. The Fourier transform of the distribution of $X/t^{1/\alpha}$ tends to $\exp(-D_\alpha|q|^\alpha)$ for every $q$, which is equivalent to the stated convergence. ∎

## Remark 1: peak, tail and flights

The limit law has density
$$P(x,t)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{i\xi x-D_\alpha t\xi^\alpha}d\xi .$$
At $x=0$ the substitution $z=D_\alpha t\xi^\alpha$ gives
$$P(0,t)=\frac{\Gamma(1+1/\alpha)}{\pi(D_\alpha t)^{1/\alpha}}.\tag{8}$$
For $x\gg(D_\alpha t)^{1/\alpha}$, turn the contour slightly into the upper half-plane, where wavenumbers of order $1/x$ dominate, and expand the second exponential. The constant term gives $i/x$, with no real part. The next gives $-D_\alpha t\,\Gamma(1+\alpha)e^{i\pi(1+\alpha)/2}x^{-1-\alpha}$. Since $\cos[\pi(1+\alpha)/2]=-\sin(\pi\alpha/2)$,
$$P\simeq\frac{D_\alpha t\,\Gamma(1+\alpha)\sin(\pi\alpha/2)}{\pi|x|^{1+\alpha}}.\tag{9}$$

The exponent can be read from single flights. In the classical case the re-emission weight is $(n+3)y^{n+2}dy$. With $z=y^n$, the probability that a flight exceeds $\ell$ is
$$\alpha\int_0^1z^{\alpha-1}e^{-z\gamma_D\ell/v}dz\simeq\Gamma(1+\alpha)\left(\frac{\gamma_D\ell}{v}\right)^{-\alpha}\tag{10}$$
for $\ell\gg v/\gamma_D$. Three powers of frequency come from the density of modes and $n$ from the re-emission rate; dividing by $n$ gives $\alpha=(n+3)/n$.

## Proposition: the variance remains finite

For any $n>0$,
$$\frac{d^2\langle x^2\rangle}{dt^2}=\frac{2v^2}{3}\langle e^{-\gamma t}\rangle,\tag{11}$$
where $\langle x^2\rangle$ is the energy-weighted mean square distance. For $n>3$ and $t\to\infty$,
$$\langle x^2\rangle\simeq\frac{2v^2b\,\Gamma(1+\beta)\gamma_D^{-\beta}}{3(1-\beta)(2-\beta)}\,t^{\,3-\alpha}.\tag{12}$$

**Proof.** Fix $s>0$ and expand (4) in $k$. Here $L=1/a-k^2/(3a^3)+\dots$ and $f(a/k)=k^2/(3a^2)+\dots$. With $A=\langle\gamma/a\rangle$,
$$M=A-\frac{k^2}3\left\langle\frac{\gamma}{a^3}\right\rangle,\qquad sM+\Psi=sA+\frac{k^2}3\left\langle\frac{\gamma^2}{a^3}\right\rangle ,$$
where the second expression uses $\gamma a-s\gamma=\gamma^2$. Therefore
$$\frac{M^2}{sM+\Psi}=\frac As-\frac{k^2}3\left[\frac2s\left\langle\frac{\gamma}{a^3}\right\rangle+\frac1{s^2}\left\langle\frac{\gamma^2}{a^3}\right\rangle\right].$$
Adding $\langle L\rangle$, the constant terms give $\langle(\gamma+s)/a\rangle/s=1/s$, which is energy conservation. The $k^2$ terms combine into a square:
$$E=\frac1s-\frac{k^2}{3s^2}\left\langle\frac{\gamma^2+2s\gamma+s^2}{a^3}\right\rangle=\frac1s-\frac{k^2}{3s^2}\left\langle\frac1{s+\gamma}\right\rangle .$$
The definition of the Fourier transform makes the second term $-\xi^2/2$ times the Laplace transform of $\langle x^2\rangle$. That transform is thus $(2v^2/3s^2)\langle1/(s+\gamma)\rangle$. The factor $1/s^2$ means two time integrations from zero, which proves (11).

At late times put $z=\gamma t$. The steps that led to (6) give $\langle e^{-\gamma t}\rangle\simeq b\beta(\gamma_Dt)^{-\beta}\int_0^\infty z^{\beta-1}e^{-z}dz=b\,\Gamma(1+\beta)(\gamma_Dt)^{-\beta}$. Two integrations of $t^{-\beta}$ give $t^{2-\beta}/[(1-\beta)(2-\beta)]$, and $2-\beta=3-\alpha$. ∎

The limit law itself has infinite variance, because $x^2$ times (9) is not integrable. Cutting that integral at $vt$ gives $t(vt)^{2-\alpha}\propto t^{3-\alpha}$, the power in (12). The width of the bulk, $t^{1/\alpha}$, and the root-mean-square distance, $t^{(3-\alpha)/2}$, therefore grow with different exponents.

## Remark 2: slow convergence

Let $\psi(k)=\langle\gamma f(\gamma/k)\rangle$, which is $\Psi$ at $s=0$. In the classical case the integral in (6) lacks the part of $J$ above $u=\gamma_D/k$. There $f\simeq1/(3u^2)$, and the missing part is $(\gamma_D/k)^{\beta-1}/[3(1-\beta)]$. Hence
$$\psi\simeq D_\alpha|\xi|^\alpha-\frac{\beta}{3(1-\beta)}\frac{k^2}{\gamma_D}.\tag{13}$$
The correction, relative to the leading term, falls only as $k^{1-\beta}$, which is $k^{1/4}$ for $n=4$. If it is a fraction $\rho$ of the leading term, the local exponent is
$$\frac{d\ln\psi}{d\ln k}=\alpha-(2-\alpha)\frac{\rho}{1-\rho}<\alpha .$$
An exponent fitted to $\psi$ over a limited range thus lies below $\alpha$. Ballistic corrections to the decay are of relative order $k^\beta$. They act in the opposite direction and are asymptotically the smaller ones if $\beta>1/2$, that is $n<6$; at late enough times the peak then falls faster than $t^{-1/\alpha}$. Near $n=6$ this sets in late: for $n=5.5$ the classical local exponent is still 0.646 at $\gamma_Dt=10^5$, below $1/\alpha=0.647$.

At finite temperature $1-c\propto\omega^2$ at low frequency. For $n=4$ this adds a deficit in (6) whose integrand falls as $u^{-3/4}$. Its upper end dominates, so this deficit too is proportional to $k^2$.

## Remark 3: where the Lévy law fails

For $0<n<3$ the mean $\langle1/\gamma\rangle$ is finite. Since $\gamma f(\gamma/k)\le k^2/(3\gamma)$, dominated convergence gives $\psi\simeq k^2\langle1/\gamma\rangle/3$. This is ordinary diffusion with $D=v^2\langle1/\gamma\rangle/3$, or $v^2/[(3-n)\gamma_D]$ classically. At $n=3$ the integral in (6) grows logarithmically, and the classical result is $\psi\simeq(k^2/3\gamma_D)\ln(\gamma_D/k)$ to leading logarithm.

As $n\to3$ from above, $\alpha\to2$ and the cosine in (3) makes $D_\alpha$ diverge. As $n\to\infty$, $\alpha\to1$ and $D_\alpha\to0$ through the factor $\beta$ in (3).

Any additional scattering that makes $\langle1/\gamma\rangle$ finite restores diffusion at long lengths, by the same bound. For $\gamma=\gamma_D(y^4+gy^2)$ the classical diffusivity is
$$D=\frac{v^2}{\gamma_D}\int_0^1\frac{dy}{y^2+g}=\frac{v^2}{\gamma_D\sqrt g}\arctan\frac1{\sqrt g}.$$
If $g$ is small enough, a Lévy window survives at shorter lengths. The two laws meet where $D_\alpha|\xi|^\alpha=D\xi^2$, at the length
$$|\xi|^{-1}=(D/D_\alpha)^{1/(2-\alpha)}.\tag{14}$$

The theorem relies on (2): every collision redraws the frequency. If collisions are elastic, each frequency diffuses on its own with diffusivity $v^2/(3\gamma)$. The variance (11) is unchanged, but the peak is $\langle(3\gamma/4\pi v^2t)^{1/2}\rangle\propto t^{-1/2}$, the bulk widens as $t^{1/2}$, and the Lévy law does not arise. The model also omits collisions that conserve crystal momentum, and boundaries.

## Example: a rate of Rayleigh form, n = 4

The rate below has the $\omega^4$ form of Rayleigh scattering, but collisions are still taken to redistribute energy over frequency as in (2). True Rayleigh scattering by mass defects is elastic; acting alone with the same rates, it would give a peak falling as $t^{-1/2}$, about 3.4 times (8) at $t=10^9$. The numbers illustrate the model, not a purely Rayleigh-scattering solid.

Take a model solid with $\omega_D=0.04$ eV, $v=0.03$ eV Å, $\gamma_D=0.004$ eV and $T_0=0.03$ eV. Times are in $\hbar/$eV. Here $\beta=3/4$ and $\alpha=7/4$. The path at the cutoff is $v/\gamma_D=7.5$ Å, and the heat-capacity factor is $b=1.091$. In units $v=\gamma_D=1$ the classical coefficient is 1.119, so
$$D_\alpha=1.091\times1.119\times0.03\times7.5^{3/4}=0.166\ \text{eV Å}^{7/4},$$
or $7.98\times10^{-4}$ m$^{7/4}$/s.

At $t=10^9$ (0.66 µs) the Lévy length is
$$(D_\alpha t)^{1/\alpha}=(1.66\times10^8)^{4/7}=4.98\times10^4\ \text{Å},$$
about 5 µm. Phonons whose path equals this length have energy 0.0044 eV, well below $T_0$, so their heat capacity is nearly classical. The root-mean-square distance is $1.45\times10^5$ Å, nearly three times the Lévy length, and the ballistic front is at $3\times10^7$ Å. A small amount of energy far out weighs heavily in the variance.

The limit is approached slowly. At a wavenumber equal to the inverse Lévy length, $\psi/(D_\alpha|\xi|^\alpha)$ is 0.79, 0.89 and 0.94 at $t=10^7$, $10^9$ and $10^{11}$. The peak obtained from $e^{-\psi t}$, which neglects ballistic corrections of relative order $k^\beta$, exceeds (8) by 16, 7 and 4 per cent of the latter. Its apparent decay exponent is 0.596, 0.582 and 0.577, above the limiting $4/7=0.571$, as Remark 2 requires. The ballistic corrections lower the values at $t=10^7$ to 14.5 per cent and 0.591; at the two later times they shift the exponent by less than 0.001.

Now add an $\omega^2$ rate of $4\times10^{-5}$ eV at the cutoff, so that $g=0.01$. The diffusivity becomes $D=3.58$ eV Å$^2$, and (14) gives
$$(3.58/0.166)^4\approx2.2\times10^5\ \text{Å},$$
about 22 µm. This is where the two limiting laws meet, not where diffusion is established: the correction to $D\xi^2$, relative to it, falls only as $|\xi|^{1/2}$. A clear Lévy window would need a smaller $g$. Yet $g=0.01$ is already weak: it means a lifetime of 16 ps at the cutoff and, with this model's heat capacity, a conductivity near 80 W/(m K). For $g=0.1$ and $0.3$ (about 22 and 11 W/(m K)) the length (14) falls to 0.11 µm and 6 nm. A rate one hundredth of the Rayleigh rate at the cutoff is thus enough to invalidate the $10^{11}$ result above, whose Lévy length is 69 µm. The change sets in earlier: the two rates are equal at $y=\sqrt g=0.1$, or 0.004 eV, close to the 0.0044 eV of the phonons whose path equals the Lévy length at $t=10^9$, so that result is altered too. At the inverse Lévy length the added rate lowers $\psi$ by 4, 13 and 36 per cent at $t=10^7$, $10^9$ and $10^{11}$.

The numerical output below also compares (4) and the decay in time with a discretised Boltzmann operator, and (10) and (11) with simulated random flights. At $k=10^{-5}\gamma_D$ and $t=1/(D_\alpha|\xi|^\alpha)$, in the classical case, the operator gives 0.3867, $e^{-\psi t}$ gives 0.3868 and the limit law gives 0.3679. The last difference is the correction in (13): it lowers the decay rate by $(10^{-5})^{1/4}/1.119=0.050$ of its leading value, and $e^{-0.950}=0.387$.

## Table of computed values

```
Tests, reduced units v = gamma_D = 1, n = 4, b = 1
D_alpha = 1.11946
E(k=0.2, s=0.05): operator 11.77505, formula 11.77505
Decay at k = 1e-5; t in 1/(D_alpha k^alpha)
t=0.5: operator 0.6219, exp(-psi t) 0.6220, Levy 0.6065
t=1.0: operator 0.3867, exp(-psi t) 0.3868, Levy 0.3679
t=2.0: operator 0.1496, exp(-psi t) 0.1496, Levy 0.1353
variance at t=200: flights 1075, formula 1075
paths > 20: sampled 0.00847, law 0.00850
Worked example, n = 4
omega_D = 0.04 eV, v = 0.03 eV angstrom
gamma_D = 0.004 eV, k_B T = 0.03 eV
alpha = 1.75, peak decay exponent 1/alpha = 0.5714
variance growth exponent 3-alpha = 1.25
mean free path at cutoff = 7.50 angstrom
heat-capacity factor b = 1.0912
D_alpha = 0.1661 eV angstrom^1.75
D_alpha = 7.9790e-04 m^1.75/s
t = 1e+07 hbar/eV = 0.006582 microseconds
  Levy length (D t)^(1/alpha) = 3.5848e+03 angstrom = 0.3585 micrometres
  psi/(D xi^alpha) at xi = 1/length: 0.7872
  phonon energy with path = length: 8.555e-03 eV
  peak: limit law 7.9082e-05, full psi 9.1578e-05 1/angstrom
  apparent peak decay exponent = 0.5955
  rms spread = 7.9070e+03, front v t = 3.0000e+05 angstrom
t = 1e+09 hbar/eV = 0.6582 microseconds
  Levy length (D t)^(1/alpha) = 4.9811e+04 angstrom = 4.981 micrometres
  psi/(D xi^alpha) at xi = 1/length: 0.8883
  phonon energy with path = length: 4.431e-03 eV
  peak: limit law 5.6914e-06, full psi 6.1086e-06 1/angstrom
  apparent peak decay exponent = 0.5822
  rms spread = 1.4480e+05, front v t = 3.0000e+07 angstrom
t = 1e+11 hbar/eV = 65.82 microseconds
  Levy length (D t)^(1/alpha) = 6.9212e+05 angstrom = 69.21 micrometres
  psi/(D xi^alpha) at xi = 1/length: 0.9418
  phonon energy with path = length: 2.295e-03 eV
  peak: limit law 4.0960e-07, full psi 4.2438e-07 1/angstrom
  apparent peak decay exponent = 0.5766
  rms spread = 2.5983e+06, front v t = 3.0000e+09 angstrom
added omega^2 rate at cutoff = 4.0e-05 eV
restored diffusivity = 3.5817 eV angstrom^2
length where Levy and diffusive laws meet = 2.163e+05 angstrom = 21.6 micrometres
```
